# Child sheath capacitance: slow ions, frozen ions and the factor three

## Result and conventions

A Child sheath of thickness $s$ stores extra wall charge at the rate $\varepsilon_0/(3s)$ per unit area and voltage when the voltage changes slowly at fixed ion current. The rate is $\varepsilon_0/s$ when the ions are frozen and the electron edge alone moves. In both cases charge appears where the edge recedes. In the slow case the ions inside the sheath also speed up and thin out, which cancels most of the added charge but less of the added voltage.

The sheath is planar, in front of a negative wall. The voltage $V>0$ is the potential drop from the electron edge to the wall. The distance from the edge towards the wall is $x$, and the distance from the wall is $z=s-x$. The field $E$ is positive towards the wall. There are no electrons between edge and wall, and $E=0$ at the edge. Ions have charge $e$ and mass $M$, do not collide, and enter with negligible energy compared with $eV$. The wall carries a negative charge of magnitude $\sigma=\varepsilon_0E_w$ per area, where $E_w$ is the field at the wall. Capacitance means

$$C=\frac{d\sigma}{dV}=\varepsilon_0\frac{dE_w}{dV}$$

for small changes. This describes the displacement current at the wall. The current in the external circuit also contains a change of ion current, treated separately below.

## The steady sheath

Let $\phi(x)$ be the potential drop from the edge, so $E=\phi'$. Energy conservation gives the ion speed $v=\sqrt{2e\phi/M}$, and a steady current density $J$ gives the charge density $\rho=J/v$. Poisson's equation is then

$$\phi''=K\phi^{-1/2},\qquad K=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}} .$$

Multiply by $\phi'$ and integrate from the edge, where $\phi=\phi'=0$:

$$\tfrac12\phi'^2=2K\phi^{1/2}\quad\Rightarrow\quad \phi^{-1/4}\phi'=2K^{1/2}.$$

A second integration gives $\tfrac43\phi^{3/4}=2K^{1/2}x$, or $\phi^{3/2}=\tfrac94Kx^2$. Setting $\phi(s)=V$ yields the Child law

$$J=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.$$

The profiles follow by differentiating $\phi=V(x/s)^{4/3}$:

$$E=\frac{4V}{3s}\left(\frac xs\right)^{1/3},\qquad \rho=\varepsilon_0E'=\frac{4\varepsilon_0V}{9s^2}\left(\frac xs\right)^{-2/3}.$$

## First case: the ions keep up

At fixed $J$ the Child law requires $s\propto V^{3/4}$. Hence $\sigma=4\varepsilon_0V/(3s)\propto V^{1/4}$, and

$$C_{\rm slow}=\frac{\sigma}{4V}=\frac{\varepsilon_0}{3s}.$$

The same result has a geometrical form. The constant $K$ depends on $J$ but not on $V$, so $\phi(x)$, measured from the edge, is one fixed curve. Raising the voltage follows that curve further. Seen from the edge, the sheath gains a slice $ds$ at its wall end:

$$dV=\phi'(s)\,ds=E_w\,ds,\qquad d\sigma=\varepsilon_0\phi''(s)\,ds=\rho_w\,ds,$$

so that

$$C_{\rm slow}=\frac{\rho_w}{E_w}.$$

With $\rho_w=4\varepsilon_0V/(9s^2)$ and $E_w=4V/(3s)$ this is again $\varepsilon_0/(3s)$.

The slice argument needs only a steady profile that is fixed by the current and the edge conditions. If such a profile has $E\propto x^p$, then $\rho_w=p\,\varepsilon_0E_w/s$ and $C=p\,\varepsilon_0/s$. The collisionless Child sheath has $p=1/3$. A uniform ion density has $p=1$, which removes the difference between the two cases.

A drag-dominated sheath lies between them. If ions lose momentum over a fixed length $\lambda$, the balance $eE/M=v^2/\lambda$ gives $v\propto E^{1/2}$. Poisson's equation becomes $E'\propto E^{-1/2}$, so $E^{3/2}\propto x$ and $p=2/3$. The slow capacitance is then $2\varepsilon_0/(3s)$.

## Second case: only the edge moves

Take an ion density $\rho(z)$ that does not change in time. The field at $z$ comes from the charge between $z$ and the edge:

$$E(z)=\frac1{\varepsilon_0}\int_z^s\rho(z')\,dz' .$$

Integrate over $z$ and exchange the order of integration. Each charge at $z'$ contributes to the field over the length $z'$, so

$$V=\frac1{\varepsilon_0}\int_0^s z\,\rho(z)\,dz,\qquad \sigma=\int_0^s\rho(z)\,dz .$$

Moving the edge by $ds$ changes the upper limits alone:

$$d\sigma=\rho_{\rm edge}\,ds,\qquad dV=\frac{s\,\rho_{\rm edge}}{\varepsilon_0}\,ds,\qquad C_{\rm frozen}=\frac{\varepsilon_0}{s}.$$

The edge density cancels, so the result holds for any frozen profile.

The ideal Child density diverges at $x=0$, and there the result is a limit. Suppose electrons advance and cover a layer of width $\delta$. The charge lost, $q$, is finite because $x^{-2/3}$ is integrable. Its mean distance from the old edge is

$$\frac{\int_0^\delta x^{1/3}dx}{\int_0^\delta x^{-2/3}dx}=\frac{\tfrac34\delta^{4/3}}{3\delta^{1/3}}=\frac\delta4 .$$

The voltage lost is therefore $q(s-\delta/4)/\varepsilon_0$, and the ratio tends to $\varepsilon_0/s$ as $\delta\to0$. For outward motion the density beyond the edge is the finite plasma density.

## Weighing edge gain against interior loss

The two moment integrals put both cases in one form. For any small change $\delta\rho$ of the sheath charge,

$$C=\frac{\varepsilon_0}{\bar z},\qquad \bar z=\frac{\int z\,\delta\rho\,dz}{\int\delta\rho\,dz}.$$

Frozen ions give $\bar z=s$. Steady ions give $\bar z=3s$, which lies outside the sheath. This is possible because $\delta\rho$ has both signs.

To separate the two signs, the ions need a finite entry speed $u_0$ and edge density $n_0$, so that $J=en_0u_0$. The slice argument survives, since the profile is still fixed when measured from the edge. When the edge recedes by $ds$, three amounts of charge matter:

- The edge gains $en_0\,ds$.
- The net gain is $\rho_w\,ds$.
- The interior therefore loses $(en_0-\rho_w)\,ds$.

Consider $V=300$ V with $u_0=\sqrt{eT_e/M}$, the Bohm speed, at electron temperature $T_e=3$ V (3 eV). Energy conservation gives

$$\frac{en_0}{\rho_w}=\frac{v_w}{u_0}=\sqrt{1+\frac{2V}{T_e}}=\sqrt{201}=14.18 .$$

In units of $\rho_w\,ds$, the edge gains 14.18, the interior loses 13.18, and 1 remains.

Call the thickness of this sheath $s_1$. The motion of a single ion gives it. The field on an ion grows in proportion to the time $t$ since entry, $\varepsilon_0E=Jt$. With the edge ion plasma frequency $\omega_{pi}=\sqrt{n_0e^2/(\varepsilon_0M)}$, integration of $\dot v=eE/M$ yields

$$v=u_0\left(1+\tfrac12\omega_{pi}^2t^2\right),\qquad x=u_0\left(t+\tfrac16\omega_{pi}^2t^3\right).$$

Setting $v/u_0=14.18$ gives $\omega_{pi}\tau=\sqrt{2\times13.18}=5.13$ for the transit time $\tau$. The slow capacitance $\rho_w/E_w$ is then $0.380\,\varepsilon_0/s_1$, so the net charge has $\bar z=s_1/0.380=2.63\,s_1$.

The edge gain contributes a moment $14.18\,s_1$, and the total is $2.63\,s_1$. The interior loss must contribute $-11.55\,s_1$, which places its mean position at $11.55/13.18=0.88\,s_1$ from the wall. The loss cancels 93 % of the added charge but 81 % of the added voltage, because it sits nearer the wall than the gain. That difference lowers the capacitance.

## How slow is slow

An edge receding at constant speed $c=ds/dt$ sees a steady sheath in its own frame. Ions enter with speed $u_0+c$ and unchanged density, so the current in that frame is $J(1+c/u_0)$. The wall moves in this frame, but it merely absorbs ions and does not alter the field ahead of it. In the Child limit $V\propto J^{2/3}s^{4/3}$ and $E_w=4V/(3s)\propto J^{2/3}s^{1/3}$. To first order,

$$\frac{\delta V}{V}=\frac43\frac{\delta s}{s}+\frac23\frac{\dot s}{u_0},\qquad \frac{\delta E_w}{E_w}=\frac13\frac{\delta s}{s}+\frac23\frac{\dot s}{u_0}.$$

For oscillation as $e^{i\omega t}$, with $\omega\tau\ll1$ so that the speed is nearly constant during one transit, put $\dot s=i\omega\,\delta s$ and $\theta=\omega s/u_0$. Dividing the two expressions and using $\varepsilon_0E_w/V=4\varepsilon_0/(3s)$ gives

$$C=\frac{4\varepsilon_0}{3s}\,\frac{1+2i\theta}{4+2i\theta}=\frac{\varepsilon_0}{3s}\,\frac{1+2i\theta}{1+i\theta/2}.$$

The slow result requires $\theta\ll1$. This is stricter than $\omega\tau\ll1$: in the Child sheath $v\propto x^{2/3}$, hence $\tau=\int dx/v=3s/v_w$ and $\theta=\omega\tau\,v_w/(3u_0)$. For $\theta\gg1$, still with $\omega\tau\ll1$, $C$ tends to $4\varepsilon_0/(3s)$. The edge then hardly moves, the current changes instead, and $C$ equals $\sigma/V$. The passage from $\varepsilon_0/(3s)$ to $\varepsilon_0/s$ can therefore overshoot.

## How fast is frozen

Let the edge oscillate as $a\cos\omega t$ at high frequency. It adds a uniform field $en_0a\cos\omega t/\varepsilon_0$ throughout the sheath. An ion entering at $t_0$ gains the extra speed

$$\delta v=\frac{\omega_{pi}^2a}{\omega}\left(\sin\omega t-\sin\omega t_0\right).$$

The second term persists. Over the transit it displaces the ion by up to $\omega_{pi}^2a\tau/\omega$, which changes the wall charge by $\rho_w$ times that length. Compared with the edge charge $en_0a$, the relative error of the frozen result is about

$$r=\frac{\rho_w}{en_0}\,\frac{\omega_{pi}^2\tau}{\omega}.$$

Its phase depends on $\omega\tau$, so the error can have either sign. The frozen value of $C$ requires $r\ll1$. If the ions near the edge are also to move little compared with the edge itself, $\omega\gg\omega_{pi}$ is needed as well, because their oscillation amplitude is about $\omega_{pi}^2a/\omega^2$. The frequency must also stay well below the electron plasma frequency, so that the edge can follow.

## What the circuit sees

In the plasma the total current towards the wall is $J+en_0\dot s$. The second term comes from electrons retreating with the edge. At the wall the same total is the ion current $J_w$ plus $d\sigma/dt$. For slow changes $d\sigma/dt=\rho_w\dot s$, so

$$J_w-J=(en_0-\rho_w)\dot s .$$

This is the interior loss met earlier, delivered to the wall as ions. "Fixed ion current" thus refers to the supply $J$, not to $J_w$ at first order in frequency. Dividing $en_0\,ds$ by $dV=E_w\,ds$ gives the slow terminal capacitance

$$C_{\rm term}=\frac{en_0}{E_w},$$

larger than $\rho_w/E_w$ by $n_0/n_w$, where $n_w=\rho_w/e$ is the ion density at the wall. With frozen ions $J_w$ has no time to respond, and both capacitances equal $\varepsilon_0/s$.

## Numbers for an etching sheath

Take singly charged ions of mass 40 u, $V=300$ V, $J=0.50$ mA/cm² $=5.0$ A/m² and $T_e=3.0$ V. The Bohm speed is $u_0=2690$ m/s, and the Child wall speed is $\sqrt{2V/T_e}\,u_0=\sqrt{200}\times2690=3.80\times10^4$ m/s. Since $\sqrt{2e/M}\,V^{3/2}=v_wV$,

$$s=\sqrt{\frac{4\varepsilon_0Vv_w}{9J}}=3.00\ \text{mm},\qquad E_w=\frac{4V}{3s}=1.33\ \text{kV/cm}.$$

The wall charge is 118 pC/cm², and

$$C_{\rm slow}=0.098\ \text{pF/cm}^2,\qquad C_{\rm frozen}=0.295\ \text{pF/cm}^2 .$$

Now raise the voltage by 1 %, or 3 V. In the slow case the edge recedes by 22 µm, the wall gains 0.29 pC/cm², and the ion density at the fixed point that was midway between wall and edge falls by 1 % (at the new midpoint it is lower by 0.5 %). In the frozen case the edge uncovers plasma of density $n_0=J/(eu_0)=1.16\times10^{10}$ cm⁻³. It recedes by 4.8 µm, and the wall gains 0.89 pC/cm². The slow edge moves almost five times as far for a third of the charge.

The frequency scales are $u_0/(2\pi s)=143$ kHz, $\omega_{pi}/(2\pi)=3.6$ MHz and 967 MHz for the electrons at the edge. The transit time with finite entry speed is 0.23 µs.

The response between the limits was computed by following ion sheets in time. The field on an ion that entered at $t_0$ is

$$\varepsilon_0E=J(t-t_0)+en_0[s(t)-s(t_0)],$$

the charge that has entered behind it. The edge was given a small sinusoidal motion, the ion motion was integrated, and the voltage was summed from the charges weighted by $z$. The Fourier components at the drive frequency give the table, in units of $\varepsilon_0/s_1=0.268$ pF/cm² with $s_1=3.31$ mm.

| Frequency | wall $C$ | terminal $C$ |
|---|---|---|
| 1 kHz | $0.380+0.004i$ | $5.39-0.02i$ |
| 100 kHz | $0.50+0.32i$ | $4.85-1.51i$ |
| 1 MHz | $1.32+0.11i$ | $0.97-1.18i$ |
| 13.56 MHz | $0.93-0.07i$ | $0.98+0.01i$ |
| 60 MHz | $1.02+0.01i$ | $1.00$ |

At 100 kHz one period lasts 44 transit times, yet the wall response is far from its slow value, because $\omega s_1/u_0=0.77$. At 1 MHz the wall value exceeds 1. This resembles the overshoot derived above, although $\omega\tau=1.4$ is too large for that formula to apply quantitatively. The terminal current there has a larger part in phase with the voltage than out of phase, since the current is $i\omega C\,\delta V$ and the imaginary part of $C$ is the larger.

At 13.56 and 60 MHz the estimate $r$ gives 0.096 and 0.022. The computed distances $|C-1|$ of the wall value are 0.100 and 0.021, so the persistent ion drift accounts for the size of the remaining deviation.

The edge-frame formula can be compared with the same ion-sheet model nearer the Child limit, at $V/T_e=10^5$. For $\theta=1$ the model gives $0.534+0.399i$ in units of $\varepsilon_0/s$, and the formula gives $0.533+0.400i$.

## Weighing the neglected effects

**Entry speed.** At the same $V$ and $J$, finite $u_0$ raises the slow capacitance from 0.098 to 0.102 pF/cm² and lowers the frozen one from 0.295 to 0.268 pF/cm². Their ratio becomes 2.6.

**Warm electrons.** Real electrons do not end at a sharp edge. The Debye length at the edge is 0.12 mm, or 4 % of $s$. With electron density $n_e=n_0e^{-\phi/T_e}$ added to Poisson's equation, the slow value follows from its first integral. The frozen value follows from numerical integration of the linearized equation $\delta\phi''=(en_e/\varepsilon_0T_e)\,\delta\phi$, in which the electrons respond and the ions do not. The results are 0.106 and 0.250 pF/cm², a ratio of 2.4. Of the effects sized here, this one, which includes the entry speed, moves the factor three furthest.

**Collisions.** For gas at 2 mTorr and 300 K and a rough ion-neutral cross-section of $5\times10^{-19}$ m², the mean free path is $k_BT/(p\sigma_{in})=31$ mm, ten times $s$. Here $p$ is the gas pressure and $\sigma_{in}$ the cross-section. A drag $v^2/\lambda$ with this length as $\lambda$, integrated numerically with cold electrons and finite $u_0$, raises the slow capacitance by 3 % relative to the drag-free case. The direction agrees with the drag-dominated value $2\varepsilon_0/(3s)$. A smooth drag understates the effect for argon ions in argon, where charge exchange often replaces a fast ion with one nearly at rest. If every collision does this, with the same mean free path, the rise is about 6 %, and the frozen-to-slow ratio is 2.5. The effect scales roughly with the cross-section: at twice the value assumed, the rise is about 11 % and the ratio 2.4, about the same as with warm electrons.

**The real process.** These parameters are roughly those of low-pressure argon plasma etching with a biased wafer. A drive at 13.56 MHz lies near the frozen regime in this model. Such a process can break the assumption of small changes, because the rf voltage across the sheath can be comparable with its mean. With frozen ions, and while the voltage stays well above $T_e$, the capacitance then follows the instantaneous thickness approximately as $\varepsilon_0/s(t)$, and it roughly doubles when $s$ halves. The rule fails when the sheath nearly collapses, because the electron edge is then no longer thin compared with the sheath. In the slow case $C\propto V^{-3/4}$ at fixed $J$, so doubling the voltage to 600 V lowers 0.098 to 0.059 pF/cm². The model also holds $n_0$ and $u_0$ fixed at the edge. A presheath that responds to the moving edge could change both, and with them the supply $J$. That could alter both the wall and the terminal value of the slow capacitance, and this change has not been sized.
